# Orbital overlap, pi-band edges and the Dirac velocity in graphene

## The question

Monolayer graphene is modelled as a honeycomb lattice with one real pi orbital $\phi$ per carbon atom. The orbitals are normalized but not orthogonal. Let $\hat H$ be the one-electron Hamiltonian. Its matrix elements are

- $\varepsilon$, the site energy, between an orbital and itself;
- $t=-3.033$ eV, the hopping, between nearest neighbours.

The overlap of nearest neighbours is $s=0.129$. All matrix elements between more distant atoms are neglected.

The lattice constant is $a$ and the neighbour distance is $d=a/\sqrt3$. An atom of sublattice A has three B neighbours, at

$$\boldsymbol\delta_1=d(1,0),\qquad \boldsymbol\delta_2=d\left(-\tfrac12,\tfrac{\sqrt3}{2}\right),\qquad \boldsymbol\delta_3=d\left(-\tfrac12,-\tfrac{\sqrt3}{2}\right).$$

One corner of the Brillouin zone is $\mathbf K=(0,4\pi/3a)$. Define

$$f(\mathbf k)=\sum_{j=1}^{3}e^{i\mathbf k\cdot\boldsymbol\delta_j},\qquad w(\mathbf k)=|f(\mathbf k)|.$$

Where a length is needed, use the round value $a=0.25$ nm. Parts (b) to (d) take $\varepsilon=0$, so energies are measured from the site energy.

## (a) The bands

**Question.** Derive the two band energies as functions of $w$, for general $\varepsilon$.

**Answer.** For a crystal of $N$ cells, form one Bloch sum on each sublattice:

$$|A\rangle=\frac1{\sqrt N}\sum_{\mathbf R_A}e^{i\mathbf k\cdot\mathbf R_A}|\phi_{\mathbf R_A}\rangle,\qquad |B\rangle=\frac1{\sqrt N}\sum_{\mathbf R_B}e^{i\mathbf k\cdot\mathbf R_B}|\phi_{\mathbf R_B}\rangle .$$

In $\langle A|\hat H|B\rangle$ each of the $N$ A atoms contributes its three neighbours, with phase $e^{i\mathbf k\cdot(\mathbf R_B-\mathbf R_A)}=e^{i\mathbf k\cdot\boldsymbol\delta_j}$. The factor $1/N$ cancels the sum over A atoms, so

$$\langle A|\hat H|B\rangle=t f,\qquad \langle A|B\rangle=s f .$$

The diagonal elements are $\varepsilon$ for $\hat H$ and 1 for the overlap. Inserting $c_A|A\rangle+c_B|B\rangle$ in the Schrödinger equation and projecting on $|A\rangle$ and $|B\rangle$ gives

$$(\varepsilon-E)c_A+(t-sE)f\,c_B=0,$$
$$(t-sE)f^*c_A+(\varepsilon-E)c_B=0 .$$

A nonzero solution requires a vanishing determinant:

$$(\varepsilon-E)^2=(t-sE)^2w^2 .$$

Take the square root and label its two signs by $p=\pm1$:

$$E-\varepsilon=p\,(t-sE)\,w .$$

Collecting the terms in $E$ gives $E(1+psw)=\varepsilon+ptw$, hence

$$E_p=\frac{\varepsilon+p\,t\,w}{1+p\,s\,w}. \tag{1}$$

For $\varepsilon=0$ and $t<0$, $p=+1$ is the lower band and $p=-1$ the upper one.

## (b) The band edges

**Question.** Show that, for $\varepsilon=0$, the pi bands together extend from $-6.56$ eV to $14.8$ eV, and that both limits are reached at Gamma. Explain why the limits are not symmetric about zero.

**Answer.** First find the range of $w$. The sum $f$ has three terms of modulus 1, so the triangle inequality gives $0\le w\le3$. The value 3 requires the three phases to be equal. Then $\mathbf k\cdot(\boldsymbol\delta_1-\boldsymbol\delta_2)$ and $\mathbf k\cdot(\boldsymbol\delta_1-\boldsymbol\delta_3)$ are multiples of $2\pi$. These two differences are primitive lattice vectors, so $\mathbf k$ is a reciprocal lattice vector, which is equivalent to Gamma.

Next find how the energies vary with $w$. For $\varepsilon=0$ the quotient rule gives

$$\frac{dE_p}{dw}=\frac{pt(1+psw)-ptw\,(ps)}{(1+psw)^2}=\frac{p\,t}{(1+psw)^2}. \tag{2}$$

The denominator does not vanish, because $sw\le3s=0.387<1$. With $t<0$, the lower band falls steadily as $w$ grows and the upper band rises steadily. Both start from $E=0$ at $w=0$, so the outer limits lie at $w=3$:

$$E_{+}(\Gamma)=\frac{3t}{1+3s}=\frac{-9.099\ \text{eV}}{1.387}=-6.56\ \text{eV},$$

$$E_{-}(\Gamma)=\frac{-3t}{1-3s}=\frac{9.099\ \text{eV}}{0.613}=14.84\ \text{eV}.$$

The lower band is thus 6.56 eV wide and the upper band 14.84 eV wide.

The asymmetry comes from normalization. At Gamma $f=3$, and the solutions are $c_B=p\,c_A$. For such a state, with $|c_A|^2=|c_B|^2=\tfrac12$, the expectation value of $\hat H$ before normalization is $3pt$, and the squared norm is $1+3ps$. The in-phase state has a norm factor above 1, which reduces the magnitude of its energy. The out-of-phase state has a norm factor below 1, which increases it.

Two limits show the role of $s$. For $s\to0$ the edges become $\pm3|t|=\pm9.10$ eV. For $s\to1/3$ the norm of the out-of-phase state tends to zero and the upper edge diverges; the two Bloch sums become linearly dependent at Gamma, and the model requires $s<1/3$.

Both edges are properties of this two-orbital model with the given $t$ and $s$, and neither should be read as a measured level of graphene. The upper edge is the less reliable, because the small denominator $1-3s$ makes it sensitive to $s$. Other orbitals and more distant couplings have been left out.

## (c) The Dirac velocity

**Question.** Put $\mathbf k=\mathbf K+\mathbf q$, still with $\varepsilon=0$. Show that to first order in $q$ the energies do not depend on $s$, and find the speed of the electrons at the Dirac point.

**Answer.** At the corner, $\mathbf K\cdot\boldsymbol\delta_1=0$, and

$$\mathbf K\cdot\boldsymbol\delta_{2}=\frac{4\pi}{3a}\cdot\frac{a}{\sqrt3}\cdot\frac{\sqrt3}{2}=\frac{2\pi}{3},\qquad \mathbf K\cdot\boldsymbol\delta_3=-\frac{2\pi}{3}.$$

Therefore $f(\mathbf K)=1+2\cos(2\pi/3)=0$, and both energies in (1) are zero there. Expanding each phase factor to first order in $\mathbf q$,

$$f=i\left[\mathbf q\cdot\boldsymbol\delta_1+e^{2\pi i/3}\,\mathbf q\cdot\boldsymbol\delta_2+e^{-2\pi i/3}\,\mathbf q\cdot\boldsymbol\delta_3\right]+O(q^2).$$

Inside the bracket, the coefficient of $q_x$ is

$$d\left[1-\tfrac12\left(e^{2\pi i/3}+e^{-2\pi i/3}\right)\right]=d\left(1+\tfrac12\right)=\tfrac32d,$$

and the coefficient of $q_y$ is

$$\tfrac{\sqrt3}{2}d\left(e^{2\pi i/3}-e^{-2\pi i/3}\right)=\tfrac{\sqrt3}{2}d\,(i\sqrt3)=\tfrac32 i\,d .$$

Since $\tfrac32d=\tfrac{\sqrt3}{2}a$,

$$f=\frac{i\sqrt3\,a}{2}(q_x+iq_y)+O(q^2),\qquad w=\frac{\sqrt3}{2}a\,q+O(q^2). \tag{3}$$

In (1) with $\varepsilon=0$ the numerator is already of first order in $w$. The denominator may then be replaced by 1 at this order:

$$E_p=p\,t\,w+O(w^2)=p\,t\,\frac{\sqrt3}{2}a\,q+O(q^2).$$

The overlap has dropped out. The speed is the magnitude of the slope divided by $\hbar$:

$$v=\frac{\sqrt3\,a|t|}{2\hbar}. \tag{4}$$

"First order" refers to $q$, not to $s$: by (2) the slope at $w=0$ is $pt$ for any allowed $s$. The reason can be seen in the determinant of part (a), where the neighbours are coupled by $t-sE$. At the Dirac point $E=0$, and this coupling is just $t$.

With the given numbers,

$$\hbar v=\frac{\sqrt3}{2}(0.25\ \text{nm})(3.033\ \text{eV})=0.657\ \text{eV nm},$$

so $v=9.98\times10^5$ m/s. The slopes found by numerical diagonalization with $s=0.129$ and with $s=0$, listed in the numerical output, both agree with this value. The number is fixed by the chosen $t$ and the rounded $a$ (with $a=0.246$ nm it would be 1.6% lower). It is not a three-digit prediction for real graphene, where more distant couplings and the electron-electron interaction, left out here, also affect the velocity.

## (d) Where the overlap first appears

**Question.** Find the leading change of each band near $\mathbf K$ caused by the overlap. Evaluate the bands at $q=1\ \text{nm}^{-1}$ along $q_x$, and judge how far the linear law can be trusted.

**Answer.** Keep one more term of the denominator, $1/(1+psw)=1-psw+O(w^2)$. Since $p^2=1$,

$$E_p=p\,t\,w-s\,t\,w^2+O(w^3)=-p|t|w+s|t|w^2+O(w^3).$$

The second term has the same sign in both bands. Compared with $s=0$, both are raised by

$$\Delta E=s|t|w^2+O(w^3)=\tfrac34\,s|t|a^2q^2+O(q^3). \tag{5}$$

The coefficient of $q^2$ is $0.0183$ eV nm². Within the model, this shift breaks the symmetry between electron and hole energies. It is not the only such term in real graphene: a second-neighbour hopping $t'$, neglected here, adds $t'(w^2-3)$ to both diagonal elements, and with $s=0$ and $t'=s|t|=0.39$ eV it gives the same $q^2$ shift as (5). The size of the asymmetry and the deviations quoted below therefore describe this model, not a measured sample. The $O(q^2)$ part of $w$ itself also bends the bands, but it is independent of $s$ and enters the two bands with opposite signs.

Along $\mathbf q=(q,0)$ the sum can be done in closed form:

$$f=e^{iqd}+2\cos\left(\tfrac{2\pi}{3}\right)e^{-iqd/2}=e^{iqd}-e^{-iqd/2}=2i\,e^{iqd/4}\sin\left(\tfrac34qd\right).$$

For small positive $q$ this gives $w=2\sin(\sqrt3\,aq/4)$. At $q=1\ \text{nm}^{-1}$, $w=0.2161$, so $|t|w=0.6554$ eV and $sw=0.0279$. Then

$$E_+=-\frac{0.6554\ \text{eV}}{1.0279}=-0.638\ \text{eV},\qquad E_-=\frac{0.6554\ \text{eV}}{0.9721}=0.674\ \text{eV}.$$

Their mean is $0.0183$ eV, as (5) predicts. Other values of $q$ give:

| $q$ (nm⁻¹) | $E_+$ (eV) | $E_-$ (eV) | $\hbar vq$ (eV) |
|---|---|---|---|
| 0.1 | −0.0655 | 0.0658 | 0.0657 |
| 0.5 | −0.324 | 0.333 | 0.328 |
| 1.0 | −0.638 | 0.674 | 0.657 |
| 2.0 | −1.235 | 1.380 | 1.313 |

Relative to $\hbar vq$, the magnitudes at $q=1\ \text{nm}^{-1}$ are 2.9% too small in the lower band and 2.7% too large in the upper one. At $q=2\ \text{nm}^{-1}$ these deviations are 6.0% and 5.0%. Without overlap the deviation at $q=1\ \text{nm}^{-1}$ would be 0.2%, so in this direction the overlap is the main cause. This direction is special, because $2\sin(\sqrt3\,aq/4)$ has no term in $q^2$. Along $\mathbf q=(0,q)$ one has $f=1+2\cos(2\pi/3+aq/2)=1-\cos(aq/2)-\sqrt3\sin(aq/2)$, so for small positive $q$, $w=\tfrac{\sqrt3}{2}aq-\tfrac18a^2q^2+O(q^3)$. The second term is a fraction $aq/(4\sqrt3)$ of the first, about 3.6% at $q=1\ \text{nm}^{-1}$, which is larger than the overlap correction $sw\approx2.8\%$. The deviations quoted above therefore depend on direction. They hold along $q_x$ and along the directions obtained from it by rotations through multiples of $60^\circ$, which are equivalent by symmetry. Along $+q_y$ at $q=1\ \text{nm}^{-1}$, by contrast, $w=0.2081$, and the magnitudes are 6.4% too small in the lower band and 1.2% too small in the upper one.

The group velocity is more sensitive than the energy. By (2), the overlap multiplies the slope by $1/(1+psw)^2\approx1-2psw$. Compared with $s=0$ at the same $\mathbf k$, the lower band is slowed and the upper band made faster, by a fraction that is itself linear in $q$. Compared with the Dirac velocity, the direction-dependent part of $w$ enters as well: along $+q_y$ at $q=1\ \text{nm}^{-1}$ the upper band is about 3% slower than at $\mathbf K$. The unchanged velocity is therefore the velocity at the Dirac point.

## (e) The energy zero

**Question.** Find the Dirac velocity for $\varepsilon\ne0$. A student keeps $t=-3.033$ eV, sets $\varepsilon=1$ eV, and expects this to be a mere change of the energy zero. Is that right?

**Answer.** Expand (1) to first order in $w$:

$$E_p=(\varepsilon+ptw)(1-psw)+O(w^2)=\varepsilon+p\,(t-s\varepsilon)\,w+O(w^2).$$

The velocity is now

$$v=\frac{\sqrt3\,a\,|t-s\varepsilon|}{2\hbar}. \tag{6}$$

For the student's values, $t-s\varepsilon=-3.033-0.129=-3.162$ eV and $v=1.040\times10^6$ m/s, which is 4.3% above the result of part (c). Moving the energy zero cannot change a velocity, so the student has changed the physical model.

A true change of zero adds a constant $c$ to the operator $\hat H$. Between non-orthogonal orbitals, the constant also contributes to the off-diagonal elements:

$$\langle\phi_i|\hat H+c|\phi_j\rangle=\langle\phi_i|\hat H|\phi_j\rangle+c\,\langle\phi_i|\phi_j\rangle .$$

Thus $\varepsilon\to\varepsilon+c$ and $t\to t+sc$ together, and

$$(t+sc)-s(\varepsilon+c)=t-s\varepsilon .$$

Starting from $\varepsilon=0$ with $c=1$ eV, the hopping must become $-3.033+0.129=-2.904$ eV. Equation (6) then returns $v=9.98\times10^5$ m/s.

The statement that overlap leaves the Dirac velocity unchanged therefore carries a condition: the hopping $t$ that is held fixed must be the one defined with the energy zero at the site energy.

## Computed results

```
hopping t = -3.033 eV
overlap s = 0.129 (no unit)
lattice constant a = 0.25 nm
neighbour distance d = 0.14434 nm
3t = -9.099 eV
norm factor, in-phase state at Gamma = 1.387 (no unit)
norm factor, out-of-phase state at Gamma = 0.613 (no unit)
Gamma: w = 3.000 (no unit)
Gamma: with overlap -6.560 and 14.843 eV
Gamma: without overlap -9.099 and 9.099 eV
M: w = 1.000 (no unit)
M: with overlap -2.686 and 3.482 eV
M: without overlap -3.033 and 3.033 eV
K: w = 0.000 (no unit)
K: with overlap 0.000 and 0.000 eV
K: without overlap 0.000 and 0.000 eV
lower band width = 6.560 eV
upper band width = 14.843 eV
total width = 21.404 eV
hbar*v from formula = 0.6567 eV nm
v from formula = 9.9765e+05 m/s
v numerical, with overlap = 9.9765e+05 m/s
v numerical, no overlap = 9.9765e+05 m/s
coefficient of q^2 shift = 0.01834 eV nm^2
q^2 shift coefficient, numerical = 0.01834 eV nm^2
q = 0.1 1/nm: w = 0.02165 (no unit)
  with overlap -0.06548 and 0.06585 eV
  no overlap +/-0.06567 eV; linear +/-0.06567 eV
  mean of the two bands with overlap 0.00018 eV
q = 0.5 1/nm: w = 0.10820 (no unit)
  with overlap -0.32365 and 0.33282 eV
  no overlap +/-0.32817 eV; linear +/-0.32833 eV
  mean of the two bands with overlap 0.00458 eV
q = 1.0 1/nm: w = 0.21608 (no unit)
  with overlap -0.63761 and 0.67417 eV
  no overlap +/-0.65538 eV; linear +/-0.65666 eV
  mean of the two bands with overlap 0.01828 eV
q = 2.0 1/nm: w = 0.42964 (no unit)
  with overlap -1.23466 and 1.37955 eV
  no overlap +/-1.30309 eV; linear +/-1.31333 eV
  mean of the two bands with overlap 0.07244 eV
test site energy = 1.0 eV
t - s*eps at fixed t = -3.162 eV
v at fixed t = 1.0401e+06 m/s
hopping after change of energy zero = -2.904 eV
v after change of zero = 9.9765e+05 m/s
```
